# Why the electron wind can reverse near a band top

**Question.** Electrons stream past a defect in a crystal and some are reflected. One expects them to push the defect along their own direction of motion. Near the top of a band, where the carriers are hole-like, can the push point against the electron flow, and if so, where does the missing momentum go?

**The mechanism**

Take a chain with spacing \(a\), site energy zero and hopping \(-t\), \(t>0\). In Hartree atomic units (\(\hbar=m_e=1\)) its band and group velocity are

\[
E=-2t\cos ka,\qquad v=\frac{dE}{dk}=2ta\sin ka .
\]

For \(0<k<\pi/a\) the electron moves to \(+x\). Near the top write \(k=\pi/a-q\), with small \(q>0\). Reflection reverses the velocity and leads to \(-\pi/a+q\). Crystal momentum is defined up to a reciprocal-lattice vector \(G=2\pi m/a\), so this state is also \(\pi/a+q\). A smooth defect supplies small wavevectors easily and large ones hardly at all. It therefore takes the electron from \(\pi/a-q\) to \(\pi/a+q\). The electron gains \(2q\) although its velocity turns from \(+x\) to \(-x\), and the defect receives \(-2q\).

To turn this into a force, the defect must be specified. Let it sit at \(X\), add energies \(V_n=V(na-X)\) to the sites, and move against a rigid host. It carries no band orbital and leaves the hopping unchanged. Since \(\partial V(na-X)/\partial X=-V'(na-X)\),

\[
F=-\frac{\partial\langle H\rangle}{\partial X}=\sum_n V'_n|\psi_n|^2 .
\]

Electrons are independent and scatter elastically. The direct force of the applied field, screening and the self-consistent field of piled-up charge are left out.

**From force to impulse**

Let \(\theta=ka\). An electron from the left has \(\psi_n=e^{i\theta n}+re^{-i\theta n}\) far to the left and \(\tau e^{i\theta n}\) far to the right, with \(R=|r|^2\), \(T=|\tau|^2\) and \(R+T=1\). Unit amplitude means one electron per site, so electrons arrive at the rate \(s=v/a=2t\sin\theta\).

At zero temperature, let a bias fill the left-incident states to \(\mu+\delta\mu/2\) and the right-incident ones to \(\mu-\delta\mu/2\). The part of the force linear in \(\delta\mu\) is the wind force. There are \(d\theta/2\pi=dE/(2\pi s)\) states per site and spin. With two spins,

\[
F_{\rm wind}=2\,\frac{\delta\mu}{2}\,\frac{F_L-F_R}{2\pi s}
=\frac{\delta\mu}{\pi}J,\qquad J=\frac{F_L-F_R}{2s}.
\]

An electron from the left gives the defect the impulse \(F_L/s\), one from the right \(F_R/s\), and \(J\) is half their difference. For a centred, even defect \(F_R=-F_L\), so \(J=F_L/s\) is the impulse per incident electron. For a narrow defect off a site the two impulses also share a part that does not reverse with the flow, and \(J\) leaves it out.

**A weak defect: all momentum transfers at once**

The outgoing Green function of the chain is \(g_n=-ie^{i\theta|n|}/s\). At \(n=0\) it satisfies \(Eg_0+t(g_1+g_{-1})=g_0(-2t\cos\theta+2te^{i\theta})=ig_0s=1\), as required. To first order in \(V\), the left-incident state is

\[
\psi_n=e^{i\theta n}-\frac{i}{s}\sum_m e^{i\theta|n-m|}V_me^{i\theta m}.
\]

In \(|\psi_n|^2\) the cross term contains \(\mathrm{Re}(-ie^{iy})=\sin y\), with \(y=\theta(|n-m|-n+m)\). This vanishes for \(m\le n\), so

\[
|\psi_n|^2=1+\frac2s\sum_{m>n}V_m\sin2\theta(m-n).
\]

For right incidence the sum is \(\sum_{m<n}V_m\sin2\theta(n-m)\), with the same prefactor. Half the difference of the two forces joins both ranges of \(m\), and the uniform density cancels:

\[
\frac{F_L-F_R}{2}=\frac1s\sum_{n,m}V'_nV_m\sin2\theta(m-n).
\]

For a centred even \(V\), expand the sine. The term with \(\sin2\theta m\) sums to zero, leaving \(SD/s\) with

\[
S=\sum_mV_m\cos2\theta m,\qquad D=-\sum_nV'_n\sin2\theta n .
\]

To the left of the defect the scattered wave is \(-(i/s)e^{-i\theta n}\sum_me^{2i\theta m}V_m\), hence \(r=-iS/s\) and \(R=S^2/s^2\). Thus \(J=SD/s^2\) and \(J/R=D/S\).

Let \(Q=2k\) and \(\tilde V(p)=\int V(x)e^{-ipx}dx\). Poisson summation gives \(S=a^{-1}\sum_G\tilde V(Q+G)\). Differentiation multiplies \(\tilde V(p)\) by \(ip\), so \(D=a^{-1}\sum_G(Q+G)\tilde V(Q+G)\). Therefore, to leading order in \(V\),

\[
\frac JR=\frac{\sum_G(Q+G)\,\tilde V(Q+G)}{\sum_G\tilde V(Q+G)} .
\]

A smooth \(V\) selects the smallest \(|Q+G|\). That is \(2k\) in the lower half of the band and \(2k-2\pi/a=-2q\) in the upper half. At mid-band \(Q=\pi/a\), the transfers come in pairs of opposite sign, and the numerator vanishes.

**A strong smooth defect**

The weak-scattering expansion is not needed for the result near the edges. Consider \(\varepsilon(p)+V(x)\) on a continuous line, with \(\varepsilon(p)=-2t\cos pa\). The operator \(e^{\pm ipa}\) shifts \(x\) by one spacing, so points with different offsets within a cell never mix. The line is a set of independent chains, each with the defect at a different offset. On it, \(d\langle p\rangle/dt=-\langle V'\rangle\), and the defect's impulse, averaged over offsets, is \(p_{\rm in}-p_{\rm out}\).

A transmitted electron that keeps its \(p\) contributes nothing. A reflected one near the top goes to \(\pi/a+q\). Other final momentum labels, and any dependence on the offset, require transfers that add up to a large wavevector. Near either band edge, and for a smooth \(V\) whose size stays well below the band width \(4t\), these are neglected, giving

\[
J=2\kappa R,\qquad
\kappa=\begin{cases}k,&ka<\pi/2\\ k-\pi/a,&ka>\pi/2.\end{cases}
\]

The limit on the size of \(V\) matters. If a smooth barrier is higher than \(E+2t\), many small transfers carry an electron near the top all the way down to \(k=0\), where it is reflected at the local band bottom. It then ends at \(-k\), and the push is along the flow again. For a barrier only a few spacings wide this change of sign sets in already below that height.

How small the neglected part is within these limits has not been derived here. For the smooth defect below, the formula was tested near both band edges, at a phase of 0.3 from each, centred and displaced by \(0.37a\), and held to a relative accuracy of \(10^{-6}\).

**The same sign change seen in the bonds**

Let \(\rho_n=|\psi_n|^2\) and \(B_n=\mathrm{Re}\,\psi_n^*\psi_{n+1}\). Multiply the site equation

\[
(E-V_n)\psi_n=-t(\psi_{n+1}+\psi_{n-1})
\]

by \(\psi^*_{n+1}-\psi^*_{n-1}\) and take the real part. The cross terms on the right are imaginary, so

\[
(E-V_n)(B_n-B_{n-1})=-t(\rho_{n+1}-\rho_{n-1}).
\]

Sum from \(-N\) to \(N\), with the ends outside the defect. Summation by parts turns \(-\sum V_n(B_n-B_{n-1})\) into \(W=\sum(V_{n+1}-V_n)B_n\), giving

\[
W=-E(B_N-B_{-N-1})-t(\rho_{N+1}+\rho_N-\rho_{-N}-\rho_{-N-1}).
\]

On the right \(\rho=T\) and \(B=T\cos\theta\). On the left, with \(C=\mathrm{Re}\,[re^{i\theta(2N+1)}]\),

\[
B_{-N-1}=(1+R)\cos\theta+2C,\qquad
\rho_{-N}+\rho_{-N-1}=2(1+R)+4C\cos\theta .
\]

Insert \(E=-2t\cos\theta\) and \(T-1-R=-2R\):

\[
W=2t\cos\theta(-2R\cos\theta-2C)+t(4R+4C\cos\theta)=4tR\sin^2\theta .
\]

This holds for any localized \(V\), and \(W\) is never negative. Near the bottom neighbouring amplitudes are nearly equal and \(B_n\approx\rho_n\). Near the top they alternate in sign and \(B_n\approx-\rho_n\). If \(V\) is also smooth and small compared with \(t\), then \(V_{n+1}-V_n\approx aV'_n\). Hence \(F\approx\pm4tR\sin^2\theta/a\), and division by \(s\) gives \(J\approx\pm2R\sin\theta/a\), with the minus sign near the top. This agrees with \(2\kappa R\) at small \(qa\).

**Which side the electrons crowd**

Define \(\phi_n=(-1)^n\psi_n^*\). The sign factor reverses the hopping term, so if \(\psi\) belongs to \((V,E)\), then \(\phi\) belongs to \((-V,-E)\). The incoming wave \(e^{i(\pi-qa)n}\) becomes \(e^{iqan}\), still incident from the left. The densities and arrival rates are equal, while \(V'\) has changed sign. Thus, for any \(V\) in this model,

\[
J[V,\pi/a-q]=-J[-V,q].
\]

An attractive defect acts on electrons at the top as a barrier acts on electrons at the bottom. They crowd its upwind side, and because the defect attracts them, it is pulled upwind.

At mid-band the rule makes \(J\) odd in \(V\). The second-order term vanishes, but a third-order term may survive, so a strong defect need not have its zero there.

**Where the momentum goes**

With position diagonal on the sites, the mean true momentum of a packet is its mean velocity, since \(m_e=1\). It is \(v\) before the collision and \((T-R)v\) afterwards. Defect and host together receive

\[
v-(T-R)v=2vR>0 .
\]

The total push is along the flow. Where \(J=F_L/s\), as for a centred even defect or a smooth one, the host takes \(2vR-J\), which exceeds the total when \(J<0\).

**Numbers**

Choose \(t=0.05\) hartree, \(a=5\) bohr and an attractive Gaussian of depth 0.005 hartree and width 10 bohr. Electrons with \(qa=0.3\) from the top and \(ka=0.3\) from the bottom have the same speed, 0.1478 a.u. At the top \(R=0.3521\), so

\[
J=-2\,\frac{0.3}{5}\,(0.3521)=-0.04225\ \text{a.u.}
\]

The force sum over the density gives the same value. The bond estimate gives \(-0.0416\), smaller by the factor \(\sin(0.3)/0.3=0.985\). The slope-weighted density is 2.00 per site on the upwind flank and 0.73 on the downwind flank.

The electron energy, 0.0955 hartree, lies just above the local band top of 0.0950 hartree at the defect centre. The forbidden region covers only the central site, and most of the wave passes. It is not the main source of the reflection: the whole defect is short compared with the envelope wavelength \(2\pi/q\approx105\) bohr, and a slightly shallower defect with no forbidden region still reflects a comparable fraction.

At the bottom the same defect is a well. It reflects only \(R=0.0371\), and \(J=+0.00445\) a.u. The two impulses differ in size by the ratio of the reflection probabilities, since \(|\kappa|\) is the same.

At the top the total impulse is \(2(0.1478)(0.3521)=0.1041\) a.u. The host therefore receives \(0.10405+0.04225=0.1463\) a.u., found here by difference. A wave packet propagated in time gave the defect \(-0.0419\) a.u., equal to its loss of crystal momentum, while it lost \(+0.1033\) a.u. of true momentum.

For \(\delta\mu=2\times10^{-4}\) hartree,

\[
F_{\rm wind}=\frac{2\times10^{-4}}{\pi}(-0.04225)=-2.69\times10^{-6}\ \text{hartree/bohr},
\]

or \(-0.22\) pN at zero temperature. The chemical potential lies only 0.0045 hartree from the band edge, about five \(k_BT\) at room temperature, where thermal averaging changes these forces. At the bottom it is \(+0.023\) pN. The electrons flow to \(+x\) in both cases.

A very weak, narrow Gaussian of width 2.5 bohr shows the crossover. \(J/R\) is 0.217 a.u. at \(ka=\pi/4\), below the smooth value \(2k=0.314\), because transfers of opposite sign compete. It is 0.0003 at mid-band and \(-0.217\) at \(ka=3\pi/4\).

**When hole-like carriers do not reverse the wind**

Now let a substitutional atom at site 0 carry the band orbital, with site energy \(\varepsilon_0\) and hopping \(te^{-\lambda(d-a)}\) at bond length \(d\). A displacement \(u\) changes the two bond energies to \(-2t(e^{-\lambda u}B_{-1}+e^{\lambda u}B_0)\), so at \(u=0\)

\[
F=-2t\lambda(B_{-1}-B_0).
\]

Multiply the site equation at \(n=0\) by \(\psi_0^*\) and take the real part: \(B_{-1}+B_0=(\varepsilon_0-E)T/t\). With \(B_0=T\cos\theta\) and \(E=-2t\cos\theta\), this gives \(B_{-1}-B_0=\varepsilon_0T/t\), and

\[
F=-2\lambda\varepsilon_0T .
\]

The force has the opposite sign to \(\varepsilon_0\), whatever the band filling. For \(\varepsilon_0=0.02\) hartree and \(\lambda=0.5\) bohr\(^{-1}\), the impulse per incident electron is \(-0.464\) a.u. at both energies. This bond force drives the repulsive atom upwind for electron-like and hole-like carriers alike. It is not the whole force. Each bond pulls its two atoms equally and oppositely, so the bond forces on all atoms add to zero and do not contain the total \(2vR\) found above; how that total is shared among the atoms lies outside this model. Within these two models, reversal at the band top depends on how the defect couples to the electrons as well as on the sign of their effective mass. The numerical output below lists the computed values.

## Table of computed values

```
hopping t: 0.05 hartree
spacing a: 5 bohr
defect potential at centre: -0.005 hartree
defect Gaussian width: 10 bohr
effective mass at band top: -0.4 electron masses
phase q*a from either band edge: 0.3 rad
electron speed at both energies: 0.14776 a.u.
bottom: electron energy: -0.0955336 hartree
bottom: reflection R: 0.037124 
bottom: impulse on defect J: 0.00445488 a.u.
bottom: 2*kappa*R: 0.00445488 a.u.
bottom: slope-weighted density, upwind flank: 0.729815 per site
bottom: slope-weighted density, downwind flank: 0.864303 per site
top: electron energy: 0.0955336 hartree
top: reflection R: 0.352099 
top: impulse on defect J: -0.0422519 a.u.
top: 2*kappa*R: -0.0422519 a.u.
top: slope-weighted density, upwind flank: 2.00302 per site
top: slope-weighted density, downwind flank: 0.72748 per site
local band top at defect centre: 0.095 hartree
top: J from the bonding picture: -0.0416209 a.u.
narrow weak defect width: 2.5 bohr
narrow defect, k*a/pi = 0.10: J/R: 0.105263 a.u.
narrow defect, k*a/pi = 0.25: J/R: 0.21679 a.u.
narrow defect, k*a/pi = 0.50: J/R: 0.000296227 a.u.
narrow defect, k*a/pi = 0.75: J/R: -0.216574 a.u.
narrow defect, k*a/pi = 0.90: J/R: -0.105202 a.u.
packet at top: impulse on defect: -0.0419216 a.u.
packet at top: crystal momentum lost: -0.0419216 a.u.
packet at top: stationary-state average of J: -0.0419216 a.u.
packet at top: true momentum lost: 0.103268 a.u.
top: total impulse 2*m*v*R on defect and host: 0.104052 a.u.
top: impulse on host: 0.146304 a.u.
bias window: 0.0002 hartree
bottom: wind force: 2.83607e-07 hartree/bohr
bottom: wind force: 0.0233656 pN
bottom: electron flow times e: 0.406018 microampere
top: wind force: -2.68984e-06 hartree/bohr
top: wind force: -0.221608 pN
top: electron flow times e: 0.273202 microampere
substitutional site energy: 0.02 hartree
hopping decay constant: 0.5 1/bohr
bottom: substitutional impulse per electron: -0.464172 a.u.
top: substitutional impulse per electron: -0.464172 a.u.
```
